# Coil-to-ground voltage of an inductive source with a capacitive termination

## Problem

The coil of an inductively coupled plasma source carries a sinusoidal current. One end, the driven end, is connected to the generator through a matching network. The far end is connected either directly to ground or to ground through a capacitor. A short piece of winding with capacitance $\delta C$ to a grounded neighbour passes a displacement current of amplitude $\omega\,\delta C\,|V|$, so the voltage $V$ between winding and ground matters.

The current has angular frequency $\omega$ and peak amplitude $I$, the same in all turns. The coil has reactance $X=\omega L>0$ and series resistance $R$, both taken with the plasma burning, so that $R$ includes the power absorbed by the plasma. Low loss means $q=R/X\ll1$. All turns are wound in the same sense. Stray capacitance and loss in the capacitor are neglected at first.

The capacitor is chosen so that its reactance magnitude is half that of the coil:

$$X_C=\frac{1}{\omega C}=\frac X2 .$$

The coil current is held fixed when the two connections are compared.

(a) Where is $|V|$ largest with direct grounding, and how large is it?

(b) Answer the same question with the capacitor. By what factor has the maximum changed, and what is the first correction due to loss?

(c) Could another termination do better?

(d) What happens to the power, and what changes if the drive voltage is held fixed instead of the current?

(e) Evaluate the results for a flat coil of four concentric circular turns in series, with radii 4, 6, 8 and 10 cm and wire radius 3 mm. The inner turn is at the terminated end. Take 13.56 MHz, $I=20$ A and $R=3$ ohm. Represent the plasma by a perfectly conducting plane 4 cm from the coil.

The algebra is in atomic units. The circuit relations $V=ZI$, $X=\omega L$ and $X_C=1/(\omega C)$ have the same form in SI, so engineering units can be inserted directly.

## Hints

1. Start at ground and add up voltages along the winding. Let $x$ be the reactance accumulated between the terminated end and the point considered.
2. The voltages across a capacitor and an inductor carrying the same current have opposite signs. Where does that put the two ends of the coil?
3. For (c), ask which voltage the termination cannot change.
4. For (d), find the impedance seen at the driven end.

## Full solution

### Voltage along the winding

Write each quantity as the real part of a complex amplitude times $e^{j\omega t}$, and take $I$ real. A time derivative becomes a factor $j\omega$. Let positive current flow from the driven end towards ground.

Number the turns $1,2,\dots,N$ from the terminated end. The voltage across turn $i$ is its resistive drop plus the rate of change of the flux through it. That flux is $\sum_j L_{ij}I$, where $L_{ii}$ is the self-inductance and $L_{ij}$ the mutual inductance with turn $j$. Hence

$$V_i-V_{i-1}=\Big(r_i+j\omega\sum_{j'}L_{ij'}\Big)I ,$$

where $V_i$ is the voltage at the upper end of turn $i$ and $r_i$ its share of the resistance. (The summation index is primed to keep it apart from the imaginary unit $j$.) Adding the first $k$ turns gives

$$V_k=V_0+(r+jx)I,\qquad x=\omega\sum_{i=1}^{k}\sum_{j'=1}^{N}L_{ij'} .$$

Here $r$ is the resistance accumulated over the same turns. For turns wound in one sense, with positive inductance coefficients, $x$ rises steadily from $0$ to $X$. Within a circular turn the induced voltage builds up evenly, by symmetry, so the statement also holds between the junctions. Likewise $r$ rises from $0$ to $R$, where each turn's share, including the power it passes to the plasma, is taken to be positive. Neither needs to be proportional to the number of turns.

### (a) Direct grounding

Now $V_0=0$, and therefore

$$|V|=I\sqrt{r^2+x^2}.$$

Both terms grow along the winding, so the maximum is at the driven end:

$$V_{\rm dir}=I\sqrt{X^2+R^2}=IX\sqrt{1+q^2}. \tag{1}$$

### (b) Capacitive termination

The coil current flows through the capacitor to ground. The capacitor impedance is $1/(j\omega C)=-jX_C$, so the terminated end is at

$$V_0=-jX_CI .$$

Adding the accumulated coil voltage gives

$$V=\big[r+j(x-X_C)\big]I. \tag{2}$$

With $X_C=X/2$,

$$|V|=I\sqrt{r^2+\left(x-\tfrac X2\right)^2}.$$

Since $0\le x\le X$, the distance $|x-X/2|$ is at most $X/2$. Also $r\le R$. No point of the winding can therefore exceed $I\sqrt{R^2+X^2/4}$. At the driven end $x=X$ and $r=R$, so this value is reached:

$$V_{\rm cap}=I\sqrt{\frac{X^2}{4}+R^2}=\frac{IX}{2}\sqrt{1+4q^2}. \tag{3}$$

Dividing (3) by (1) at equal $I$,

$$\frac{V_{\rm cap}}{V_{\rm dir}}=\frac12\sqrt{\frac{1+4q^2}{1+q^2}} .$$

For small $q$, $1/(1+q^2)=1-q^2+O(q^4)$. The fraction under the root is then

$$(1+4q^2)(1-q^2)+O(q^4)=1+3q^2+O(q^4).$$

With $\sqrt{1+u}=1+u/2+O(u^2)$,

$$\frac{V_{\rm cap}}{V_{\rm dir}}=\frac12+\frac34q^2+O(q^4). \tag{4}$$

The maximum is halved in the low-loss limit, and the correction is of second order in $R/X$. The required capacitance follows from $1/(\omega C)=\omega L/2$:

$$C=\frac{2}{\omega^2L}.$$

The time dependence shows the mechanism. For $i=I\cos\omega t$ the charge on the capacitor is $(I/\omega)\sin\omega t$, so the terminated end is at

$$v_0=\frac{I}{\omega C}\sin\omega t=\frac{IX}{2}\sin\omega t .$$

The inductive voltage of the whole coil is $L\,di/dt=-IX\sin\omega t$. Without loss the driven end is therefore at

$$v_N=\frac{IX}{2}\sin\omega t-IX\sin\omega t=-\frac{IX}{2}\sin\omega t .$$

The two ends swing in antiphase with equal amplitude. The point with $x=X/2$ stays at ground potential although no wire connects it to ground.

The maximum is halved, but the voltage does not fall everywhere. Without loss, $|V|/I$ changes from $x$ to $|x-X/2|$. For $x<X/2$ the new value is $X/2-x$, which is larger than $x$ when $x<X/4$. The part of the winding next to the termination thus gains voltage.

### (c) A lower bound for any termination

The voltage between the two ends of the coil is

$$V_N-V_0=(R+jX)I ,$$

whatever connects the far end to ground. By the triangle inequality,

$$|V_N|+|V_0|\ge|V_N-V_0|=I\sqrt{R^2+X^2}.$$

The larger of two numbers is at least half their sum. At least one end therefore has a voltage of $\tfrac12I\sqrt{R^2+X^2}$ or more, which is half of (1). At fixed coil current no termination can reduce the maximum by more than a factor of two.

To reach this bound the ends must be exactly opposite, $V_0=-\tfrac12(R+jX)I$. The termination would then need the impedance $-R/2-jX/2$. Its negative resistance cannot be supplied by a passive element, so with $R>0$ a passive termination stays slightly above one half. Without loss, the capacitor with $X_C=X/2$ reaches the bound.

### (d) What is held fixed

An ideal capacitor absorbs no average power. At fixed current the power is $\tfrac12I^2R$ with either connection, provided $R$ itself does not change.

The impedance at the driven end changes from $R+jX$ to

$$R+jX-j\frac X2=R+j\frac X2 .$$

The matching network must be retuned for the smaller reactance. If instead the voltage amplitude at the driven end is held fixed, the current rises by

$$\frac{\sqrt{X^2+R^2}}{\sqrt{X^2/4+R^2}}\approx2 .$$

The driven end is the point of largest voltage in both connections, so the maximum then does not fall at all. The capacitor gives about twice the current, and for unchanged $R$ about four times the power, at the same maximum voltage.

### (e) The four-turn coil

**Inductances.** The flux through a loop is the line integral of the vector potential around it. In atomic units, with $c$ the speed of light, a thin loop with current $I$ produces $\mathbf A=(I/c^2)\oint d\mathbf l/s$, where $s$ is the distance from the current element. For coaxial circles of radii $a$ and $b$ at axial distance $h$, two elements separated by the angle $\phi$ have the scalar product $ab\cos\phi\,d\phi_1d\phi_2$. One angular integration gives $2\pi$, which leaves

$$M(a,b,h)=\frac{2\pi ab}{c^2}\int_0^{2\pi}\frac{\cos\phi\,d\phi}{\sqrt{a^2+b^2+h^2-2ab\cos\phi}} .$$

For different turns in the coil plane $h=0$. For the self-inductance the flux is taken through a circle displaced by the wire radius, which suits a current confined to the wire surface and spread evenly around it. In reality the neighbouring turns and the plane shift this current around the wire. For perfectly conducting wires that lowers the total inductance of this coil by 1 to 2 percent, and the voltages at a given current by the same fraction. The digits below belong to this displaced-circle estimate; averaging over an evenly spread surface current raises $L$ by less than 0.1 percent, which moves the last digit shown. The ratios of the maxima hardly change if the capacitor is chosen for the lowered inductance. Keeping the 154 pF found below would instead give a ratio of about 0.507.

No alternating magnetic flux crosses a perfectly conducting plane. A mirror coil with opposite current, at distance $2d$ from the real one, cancels the normal field on a plane at distance $d$. Each coefficient is therefore reduced by $M(a,b,2d)$, here with $2d=8$ cm. All coefficients of this coil remain positive, as the argument above requires.

**Circuit values.** Their sum is $L=1.789$ μH. With $\omega=2\pi\times13.56\times10^6\ {\rm s^{-1}}$,

$$X=\omega L=152.4\ \Omega,\qquad q=\frac{3.00}{152.4}=0.0197 .$$

The capacitor needs $X_C=76.2$ ohm, which gives $C=1/(\omega X_C)=154$ pF.

**Maximum voltages.** Equations (1) and (3) give

$$V_{\rm dir}=20\sqrt{152.43^2+3.00^2}=3049\ {\rm V},$$

$$V_{\rm cap}=20\sqrt{76.215^2+3.00^2}=1525\ {\rm V}.$$

In atomic units of potential these are 112.1 and 56.1. The ratio is 0.50029. Its excess over one half, $2.90\times10^{-4}$, agrees with $3q^2/4=2.91\times10^{-4}$ from (4). Solving Kirchhoff's equations for the four coupled turns gives the same maxima. For the capacitor connection the maximum is also confirmed by a calculation in time, in which the charge is found by numerical integration and the induced voltage by numerical differentiation of the current.

**Distribution.** The table gives the part of the voltage proportional to $jI$ at the turn junctions, starting from the terminated inner end.

| Turns passed | $x/X$ | Direct (V) | Capacitor (V) |
|---|---|---|---|
| 0 | 0 | 0 | −1524 |
| 1 | 0.131 | 399 | −1125 |
| 2 | 0.362 | 1105 | −420 |
| 3 | 0.672 | 2048 | 524 |
| 4 | 1 | 3049 | 1524 |

The reactive voltage vanishes at $x/X=0.5$, inside the third turn. It does not vanish at the junction halfway through the turn count, because the two inner turns contribute only 36 percent of the reactance. The first junction has $x<X/4$, and its voltage magnitude rises from 399 to 1125 V, as found in (b).

**Power and drive.** The power is $\tfrac12\times20^2\times3=600$ W with either connection. At fixed drive voltage the capacitor would raise the current by a factor of 1.999.

**Comparison with real sources.** Flat coils at 13.56 MHz, currents of tens of amperes, powers of several hundred watts and coil voltages of kilovolts are roughly typical of plasma etch sources. The example lies in this range, but its conducting plane is a crude stand-in for the window thickness plus the depth to which the field enters the plasma. Real coils also have stray capacitance, so their current is not the same in all turns. For an assumed total of 20 pF, shared among the turns in proportion to their length and lumped at the turn junctions, and with the largest turn current held at 20 A, the maxima become 2934 and 1546 V. The ratio rises to 0.527, about 5 percent above one half. Spreading the same capacitance more finely along the wire lowers the two maxima by less than half a percent and leaves the ratio at 0.527. The wire is 1.76 m long, 0.08 of the free-space wavelength. Already here equal current is only approximate. With the 20 pF spread along the wire, the current ranges from 20 A down to 17.5 A with direct grounding, and down to 19.3 A with the capacitor. For a coil much longer in proportion, the assumption would have to be given up.

The termination does not relieve the insulation between turns. The largest voltage across one turn is 1.0 kV in both connections. Over the 14 mm clear gap this is a mean field of 0.7 kV/cm, far below the rough 30 kV/cm at which air at atmospheric pressure breaks down in centimetre gaps. The field at the wire surface is higher than this mean and would need a separate estimate. The capacitor itself must withstand 1524 V peak at the full coil current.

## Variation 1: the reactance is not exactly half

**Question.** Neglect loss and let the termination have impedance $-jkX$. Positive $k$ means a capacitor and negative $k$ an inductor. How does the maximum depend on $k$, and what happens when the plasma goes out?

**Solution.** Equation (2) with $r=0$ and $X_C=kX$ gives $|V|=I|x-kX|$. The largest distance from a fixed point to an interval is reached at one of its ends, so only $x=0$ and $x=X$ matter. Relative to direct grounding,

$$\frac{V_{\max}}{IX}=\max\big(|k|,\,|1-k|\big).$$

This has its minimum, one half, at $k=1/2$. At $k=1$ the full voltage has moved to the terminated end and nothing is gained. An inductor with half the coil's reactance has $k=-1/2$ and gives $3/2$: its voltage adds to that of the coil. The sign of the reactance therefore matters as much as its magnitude.

A capacitance 5 percent below the intended value gives $k=0.5/0.95=0.526$, and the terminated end has the larger voltage. A capacitance 5 percent too high gives $k=0.5/1.05=0.476$, and the driven end has the larger voltage, with ratio $0.524$. Near the minimum the ratio thus changes linearly with the capacitor error.

When the plasma is off, its image currents vanish and the inductance of the example rises to 2.208 μH. The same capacitor now has

$$k=\frac12\,\frac{1.789}{2.208}=0.405 ,$$

and the ratio is $1-k=0.595$, relative to the directly grounded coil without plasma. If the current is still 20 A, the maximum is 2237 V instead of 1525 V. A capacitor chosen for the burning plasma therefore leaves a higher voltage before ignition at equal current. In this model the change of inductance with the plasma moves the result more than the stray capacitance or the 5 percent capacitor error.

## Variation 2: a coil with appreciable loss

**Question.** Let $q<1$, not necessarily small, and let the resistance accumulate in proportion to the reactance, $r=qx$. Which lossless capacitor gives the smallest maximum voltage at fixed current?

**Solution.** From (2),

$$\frac{|V|^2}{I^2}=q^2x^2+(x-X_C)^2 .$$

This is a quadratic in $x$ with positive leading coefficient $1+q^2$. Its maximum on the interval $0\le x\le X$ lies at an end, so it suffices to compare

$$\frac{|V_0|}{I}=X_C,\qquad \frac{|V_N|}{I}=\sqrt{R^2+(X-X_C)^2}.$$

The first grows with $X_C$, and the second falls as long as $X_C<X$. The larger of the two is smallest where they are equal:

$$X_C^2=R^2+X^2-2XX_C+X_C^2 .$$

The terms $X_C^2$ cancel, and

$$X_C=\frac{X^2+R^2}{2X}=\frac X2(1+q^2).$$

For $q<1$ this is below $X$, as assumed. Beyond $X_C=X$ the terminated end alone has at least $IX$, so no better choice lies there. The maximum voltage equals $IX_C$. Dividing by (1),

$$\frac{V_{\max}}{V_{\rm dir}}=\frac{\tfrac12(1+q^2)}{\sqrt{1+q^2}}=\frac12\sqrt{1+q^2}.$$

This lies above one half for $q>0$, in agreement with the bound in (c). For the four-turn coil a numerical search over capacitors finds the best value at $X_C/X=0.50019$, as the formula gives for $q=0.0197$. The difference from one half is far smaller than a 5 percent capacitor error, so for a low-loss coil the simple choice $X_C=X/2$ is sufficient. The numerical output below lists the main values used here.

## Calculated quantities

```
INPUTS
turn radii (cm): [ 4.  6.  8. 10.]
wire radius: 3.0 mm
coil to conducting plane: 4.0 cm
frequency: 13.56 MHz
coil current, peak: 20.0 A
loaded resistance R: 3.00 ohm
COIL
inductance, plasma on: 1.7891 uH
reactance X: 152.43 ohm
loss ratio q = R/X: 0.01968
capacitor reactance magnitude X/2: 76.22 ohm
capacitance C: 154.00 pF
accumulated x/X at nodes 0..4: [0.     0.1308 0.3624 0.6718 1.    ]
VOLTAGES (peak, to ground)
direct ground, part in phase with j*I, nodes 0..4 (V):
   [   0.   398.8 1104.7 2048.2 3048.6]
capacitor, part in phase with j*I, nodes 0..4 (V):
   [-1524.3 -1125.5  -419.6   523.9  1524.3]
maximum, direct ground: 3049.2 V
  the same: 112.06 atomic units
maximum, capacitor: 1525.5 V
  the same: 56.06 atomic units
ratio of maxima: 0.500290
excess over one half: 2.903e-04
small-loss estimate 3q^2/4: 2.905e-04
end-to-end voltage, capacitor: 3049.2 V
time-domain maximum, capacitor: 1525.5 V
power, direct ground: 600.0 W
power, capacitor: 600.0 W
input reactance, capacitor: 76.22 ohm
current gain at equal drive voltage: 1.9988
best capacitive k = X_C/X: 0.500194
ratio with inductor of reactance X/2: 1.5000
NEGLECTED EFFECTS
assumed stray capacitance: 20.0 pF
maximum with stray, direct ground: 2933.7 V
maximum with stray, capacitor: 1545.8 V
ratio with stray capacitance: 0.5269
wire length: 1.759 m
free-space wavelength: 22.11 m
wire length / wavelength: 0.0796
ratio, C 5 percent low: 0.5262
ratio, C 5 percent high: 0.5241
inductance, plasma off: 2.2076 uH
ratio, plasma off, same C: 0.5948
maximum, plasma off, same C: 2237.4 V
largest voltage across one turn: 1000.6 V
clear gap between turns: 14.0 mm
mean field in that gap: 0.715 kV/cm
```
